# In-plane ferroelectric films: surface instability condition and transition-temperature reduction

A ferroelectric film fills $-t/2<z<t/2$ on a thick substrate that fixes its in-plane strain at the misfit value $u$, positive for tension. Its polarisation lies in the film plane and depends on $z$ alone. Then $\nabla\cdot\mathbf P=0$ inside, and no polarisation charge appears on the large faces. The charge at the distant lateral ends is taken as compensated, so there is no depolarising field.

The surfaces can still matter, and here they are assumed to disfavour polarisation. With $P$ the component along a fixed in-plane direction and $P'=dP/dz$, the mean-field free energy per area is

$$F=\int_{-t/2}^{t/2}\left[\frac a2P^2+\frac b4P^4+\frac g2P'^2\right]dz+\frac{g}{2\lambda}\left[P(t/2)^2+P(-t/2)^2\right].$$

Here $g>0$ is the gradient coefficient and $\lambda>0$ is the extrapolation length, equal at both surfaces. SI-based units are used, with film lengths in nm.

## (a) What does the misfit do to $a$ and $b$?

The unstrained cubic crystal has the energy density $\tfrac12a_0(T-T_0)P^2+\alpha_{11}(P_1^4+P_2^4)+\alpha_{12}P_1^2P_2^2$ for in-plane polarisation. Find $a$ and $b$ for the clamped film with $\mathbf P$ along [110].

**Solution.** The free top face and mechanical equilibrium make every stress component with an index $z$ vanish. Only in-plane stresses remain. They store the energy $\tfrac12\,d^{T}S^{-1}d$, where $d$ is the imposed in-plane strain minus the spontaneous strain, and $S$ is the in-plane block of the compliance matrix.

Along [110], $P_1^2=P_2^2=P_1P_2=P^2/2$. With electrostrictive coefficients $Q_{ij}$, engineering shear strain and $q=Q_{11}+Q_{12}$,

$$d_1=d_2=u-\tfrac12qP^2,\qquad d_6=-\tfrac12Q_{44}P^2.$$

Equal strains $d_1=d_2$ need equal stresses $d_1/(s_{11}+s_{12})$, so the elastic energy density is

$$\frac{(u-\frac12qP^2)^2}{s_{11}+s_{12}}+\frac{Q_{44}^2P^4}{8s_{44}}
=\text{const}-\frac{uq}{s_{11}+s_{12}}P^2+\left[\frac{q^2}{4(s_{11}+s_{12})}+\frac{Q_{44}^2}{8s_{44}}\right]P^4 .$$

The crystal's own quartic term is $\tfrac14(2\alpha_{11}+\alpha_{12})P^4$. Matching to $\frac a2P^2+\frac b4P^4$ gives $a=a_0(T-T_\infty)$ with

$$T_\infty=T_0+\frac{2u(Q_{11}+Q_{12})}{a_0(s_{11}+s_{12})},\qquad
b=2\alpha_{11}+\alpha_{12}+\frac{q^2}{s_{11}+s_{12}}+\frac{Q_{44}^2}{2s_{44}} .$$

$T_\infty$ is the transition temperature of a thick single-domain film at the same misfit, and it is the reference for the surface effect.

For [100], $d_1=u-Q_{11}P^2$ and $d_2=u-Q_{12}P^2$. Their mean is again $u-\frac12qP^2$, and each differs from it by $\frac12rP^2$ in size, with $r=Q_{11}-Q_{12}$. The difference part stores $r^2P^4/[4(s_{11}-s_{12})]$, so

$$b_{100}=4\alpha_{11}+\frac{q^2}{s_{11}+s_{12}}+\frac{r^2}{s_{11}-s_{12}},$$

while $a$ is unchanged. In fact $d_1+d_2=2u-qP^2$ for every in-plane direction, so $a$ does not depend on direction. The threshold is therefore common to all of them, and the quartic term selects the direction with the smallest $b$. At angle $\theta$ from [100], symmetry makes $b$ linear in $\sin^22\theta$, so its extremes are at [100] and [110].

## (b) Which equation and boundary conditions hold in equilibrium?

**Solution.** Replace $P$ by $P+\delta P$ and keep first order:

$$\delta F=\int\left[(aP+bP^3)\delta P+gP'\,\delta P'\right]dz+\frac g\lambda\sum_{\pm}P\,\delta P .$$

Integrating the gradient term by parts gives $g[P'\delta P]_{-t/2}^{t/2}-g\int P''\delta P\,dz$. The boundary term enters with a plus sign at the top and a minus sign at the bottom. Since $\delta P$ is arbitrary inside and at each surface,

$$gP''=aP+bP^3,\qquad P'=-\frac P\lambda\ \text{ at } z=\frac t2,\qquad P'=+\frac P\lambda\ \text{ at } z=-\frac t2 .$$

Both conditions say that $|P|$ falls towards the surface. The tangent to $P(z)$ at the surface reaches zero a distance $\lambda$ outside the film, which is the meaning of the extrapolation length. A small $\lambda$ nearly pins $P$ to zero, and a large $\lambda$ leaves the surface nearly free.

## (c) At which values of $a$ can a small polarisation appear?

**Solution.** For small $P$ the cubic term drops out, leaving $gP''=aP$. Multiply by $P$ and integrate. By parts, $\int PP''=[PP']-\int P'^2$, and the boundary conditions give $[PP']=-\frac1\lambda\sum_\pm P^2$. Hence

$$a\int P^2dz=-g\left[\int P'^2dz+\frac1\lambda\sum_{\pm}P^2\right].$$

The right side is negative for any nonzero $P$: it could vanish only for a constant $P$ that is zero at the surfaces. So $a<0$, and we may write $a=-gk^2$ with $k>0$. The general solution is $P=A\cos kz+B\sin kz$. With $c=\cos(kt/2)$ and $s=\sin(kt/2)$, the two boundary conditions read

$$-Aks+Bkc+\frac{Ac+Bs}\lambda=0,\qquad -Aks-Bkc+\frac{Ac-Bs}\lambda=0 .$$

Their sum contains only $A$ and their difference only $B$:

$$A\left(\frac c\lambda-ks\right)=0,\qquad B\left(kc+\frac s\lambda\right)=0 .$$

An even mode ($A\ne0$) therefore requires

$$\boxed{k\tan\frac{kt}2=\frac1\lambda}$$

and an odd mode ($B\neq0$) requires $k\cot(kt/2)=-1/\lambda$. Division by $c$ or $s$ is allowed, since $c=0$ would violate the even condition and $s=0$ the odd one.

The even condition has infinitely many roots, so the relevant one must be identified. Put $x=kt/2$, which turns it into $x\tan x=t/(2\lambda)$. On $0<x<\pi/2$ the left side rises steadily from zero to infinity, so there is one root there. All other even roots are larger. The odd condition $x\cot x=-t/(2\lambda)$ has no root up to $\pi/2$, because $x\cot x\ge0$ there. On cooling, $a$ decreases through zero and first meets $-gk^2$ at the smallest $k$, which is the even root with

$$0<k<\frac\pi t .$$

From here on, $k$ means this root.

## (d) Is this really the transition?

A solution of the linear equation marks a possible change of stability. Show that, for $b>0$, the nonpolar state is the only minimum down to $a=-gk^2$ and is unstable below it.

**Solution.** Let $\varphi=\cos kz$. Because $kt/2<\pi/2$, $\varphi$ is positive throughout the film, surfaces included. Any profile can therefore be written as $P=\varphi w$, and

$$P'^2=\varphi^2w'^2+2\varphi\varphi'ww'+\varphi'^2w^2=\varphi^2w'^2+(\varphi\varphi'w^2)'-\varphi\varphi''w^2 .$$

The second equality follows from $(\varphi\varphi'w^2)'=\varphi'^2w^2+\varphi\varphi''w^2+2\varphi\varphi'ww'$. Now $-\varphi\varphi''w^2=k^2P^2$. At the surfaces $\varphi'/\varphi=\mp1/\lambda$, so the total derivative integrates to $-\frac1\lambda\sum_\pm P^2$. Therefore

$$\int P'^2dz+\frac1\lambda\sum_{\pm}P^2-k^2\int P^2dz=\int\varphi^2w'^2dz\ \ge0 .$$

Inserting this in $F$ gives

$$F\ \ge\ \frac12(a+gk^2)\int P^2dz+\frac b4\int P^4dz .$$

For $a\ge-gk^2$ the right side is positive unless $P=0$, so the nonpolar state has the lowest energy. No polar profile is even a local minimum: the part of $F$ quadratic in $P$ is non-negative and the quartic part is positive, so shrinking $P$ by a constant factor lowers $F$. The nonpolar state is therefore the only minimum. For $a<-gk^2$, take $P=\epsilon\varphi$. Then $w$ is constant, the inequality becomes an equality, and the negative $\epsilon^2$ term wins for small $\epsilon$. The nonpolar state is then unstable.

Two extensions follow under stated conditions. If the in-plane $P$ also varies along the film, the result stands as long as the in-plane strain stays at $u$ everywhere and the lateral gradient energy is non-negative, because the energy of any electric field it creates is non-negative too. Domains that relax the strain locally can lower the quartic term and are not covered. If $b<0$, the inequality no longer excludes a polar minimum above the threshold. The condition then gives only the temperature down to which the nonpolar state survives, and the film may transform earlier by a jump.

## (e) How large is the reduction, and what are its limits?

**Solution.** Setting $a_0(T_c-T_\infty)=-gk^2$ gives

$$\boxed{T_c=T_\infty-\Delta T,\qquad \Delta T=\frac{gk^2}{a_0}}$$

*Bounds.* Since $\tan(kt/2)=1/(k\lambda)$, we have $kt/2=\pi/2-\arctan(k\lambda)$. Because $\arctan y<y$ for $y>0$, it follows that $kt/2>\pi/2-k\lambda$. Also $x\tan x>x^2$, so $k^2t^2/4<t/(2\lambda)$. Together,

$$\frac{\pi}{t+2\lambda}<k<\frac\pi t,\qquad k^2<\frac2{\lambda t}.$$

*Thin film, $t\ll\lambda$.* Here $x$ is small and $x\tan x\approx x^2+x^4/3$, which gives

$$\Delta T\approx\frac{2g}{a_0\lambda t}\left(1-\frac t{6\lambda}\right).$$

The polarisation is almost uniform. Two surfaces cost $gP^2/\lambda$ per area, and the bulk must gain $|a|P^2t/2$ to pay for them. Equating the two gives the leading term.

*Thick film, $t\gg\lambda$.* Now $k\lambda$ is small, $\arctan(k\lambda)\approx k\lambda$, and

$$\Delta T\approx\frac{\pi^2g}{a_0(t+2\lambda)^2}.$$

The mode is half a cosine wave that vanishes at a distance $\lambda$ beyond each surface, so the film acts as if its thickness were $t+2\lambda$. The cost is now mainly bending of the profile inside the film.

*Sign of $\lambda$.* If the surfaces favour polarisation, $\lambda<0$, the even solution is $\cosh\kappa z$ with $a=g\kappa^2$. The boundary condition becomes $\kappa\tanh(\kappa t/2)=1/|\lambda|$, and the transition temperature is raised. The reduction therefore rests on $\lambda>0$.

*Critical thickness.* At a fixed temperature $T<T_\infty$, set $k^2=a_0(T_\infty-T)/g$ and solve the condition for $t$:

$$t_c=\frac2k\arctan\frac1{k\lambda}.$$

This falls as $k$ grows, so thinner films have lower transition temperatures. If $b>0$ at $T$, films thinner than $t_c$ are nonpolar there.

## (f) How does the polarisation grow just below $T_c$?

**Solution.** Multiply the full equation by $\varphi$ and integrate. Since $P$ and $\varphi$ obey the same boundary conditions, two integrations by parts give $\int\varphi P''=\int\varphi''P=-k^2\int\varphi P$. Hence

$$(a+gk^2)\int\varphi P\,dz+b\int\varphi P^3dz=0 .$$

Near the threshold $P=A\varphi$ plus a part orthogonal to $\varphi$. That part is driven by the cubic term and is resisted by a finite stiffness, since the other modes have larger $k$. It is therefore of order $A^3$. To leading order, with $a+gk^2=-a_0(T_c-T)$,

$$A^2=\frac{a_0(T_c-T)}b\,\frac{\int\varphi^2dz}{\int\varphi^4dz}.$$

The amplitude starts from zero as $\sqrt{T_c-T}$, so the transition is continuous.

## (g) Evaluate a 5 nm film

Use rough values in the regime of barium titanate: $a_0=6.6\times10^5$ J m C$^{-2}$ K$^{-1}$, $T_0=390$ K, $g=1.0\times10^{-10}$ J m$^3$ C$^{-2}$, $\alpha_{11}=-2.0\times10^8$ and $\alpha_{12}=3.2\times10^8$ J m$^5$ C$^{-4}$. The electrostrictive coefficients $Q_{11},Q_{12},Q_{44}$ are $0.11,-0.045,0.059$ m$^4$ C$^{-2}$, and the compliances $s_{11},s_{12},s_{44}$ are $8.3,-2.7,9.2$ in $10^{-12}$ Pa$^{-1}$. Take $u=0.50\%$, $t=5$ nm and an assumed $\lambda=3$ nm.

**Solution.** The misfit shift is

$$T_\infty-T_0=\frac{2(0.005)(0.065)}{(6.6\times10^5)(5.6\times10^{-12})}\ \text K=176\ \text K,\qquad T_\infty=566\ \text K.$$

Clamping changes $b$ along [110] from $-0.8\times10^8$ to $8.6\times10^8$ J m$^5$ C$^{-4}$, so the condition $b>0$ of part (d) is met. Along [100] the clamped value is $21\times10^8$, which is larger, so [110] is preferred among single-domain states. Domains that fully relax the strain difference between them remove the last term of each $b$. With these constants that leaves $6.7\times10^8$ for $[110]/[1\bar10]$ domains and $-0.5\times10^8$ for $[100]/[010]$ domains. A thick film may therefore prefer a domain state. The walls cost gradient energy, and such states are not covered here.

Out-of-plane polarisation has spontaneous strain $Q_{12}P^2$ in both in-plane directions. Replacing $q$ by $2Q_{12}$ in $T_\infty$ puts its thick-film threshold at 146 K, even before any depolarising field. In-plane order comes first.

For the surface effect, $t/(2\lambda)=0.833$, and $x\tan x=0.833$ has the root $x=0.804$. Thus $k=2x/t=0.321$ nm$^{-1}$. The lowest odd mode has $k=0.788$ nm$^{-1}$, well above. With $g/a_0=151.5$ nm$^2$ K,

$$\Delta T=151.5\times(0.3214)^2\ \text K=15.7\ \text K,\qquad T_c=550\ \text K\ (277\ ^\circ\text C).$$

The surface polarisation is $\cos x=0.69$ of the central value. At 5 K below $T_c$ the formula of part (f) gives a central polarisation of 6.73 µC/cm$^2$. Solving the full nonlinear equation by Newton iteration on 300 intervals gives 6.72 µC/cm$^2$. Both numbers hold $\alpha_{11}$ at a value typical near 390 K. Several common parameter sets for barium titanate let it rise with temperature (others keep it constant), which makes $b$ more than twice as large near 550 K and lowers this polarisation to about 4 µC/cm$^2$. $T_c$ does not depend on $b$ as long as $b>0$.

The next table holds the misfit fixed and compares $\Delta T$ with the two leading limits, all in K.

| $t$ (nm) | $\lambda$ (nm) | $\Delta T$ | thick limit | thin limit |
|---|---|---|---|---|
| 2 | 3 | 45.4 | 23.4 | 50.5 |
| 5 | 3 | 15.7 | 12.4 | 20.2 |
| 10 | 3 | 6.3 | 5.8 | 10.1 |
| 20 | 3 | 2.3 | 2.2 | 5.1 |
| 5 | 0.5 | 41.8 | 41.5 | 121 |
| 5 | 30 | 2.0 | 0.4 | 2.0 |

The 5 nm film with $\lambda=3$ nm lies between the limits: relative to the root, the thick formula is 21% low and the thin one 29% high. At 300 K the critical thickness comes out as 0.37 nm, less than one unit cell of about 0.4 nm. It also presumes $b>0$ at 300 K. In parameter sets where $\alpha_{11}$ falls on cooling, $b$ along [110] there lies between about zero and $4\times10^8$ J m$^5$ C$^{-4}$. A continuum theory has no authority at that scale. The number says only that, with these parameters, the surface term does not remove in-plane order at room temperature in films where the theory applies.

## (h) How far can the 15.7 K be trusted for a real film?

**Solution.** The value of $\lambda$ is an assumption, and $g$ is only a rough figure. For in-plane polarisation that varies along $z$, the relevant $g$ is the transverse gradient coefficient, which may be several times smaller than the value used here. At fixed $\lambda$ the reduction is proportional to $g$, so $g=2\times10^{-11}$ J m$^3$ C$^{-2}$ would give only 3.1 K. The table shows that, at 5 nm and with $g$ as given, changing $\lambda$ from 0.5 to 30 nm changes the reduction from 42 to 2 K. Tensile misfit also needs a suitable substrate or buffer layer, since strontium titanate, for example, compresses barium titanate. The result also assumes a known, uniform misfit, and it is sensitive to this: $T_\infty$ moves by 3.5 K for each 0.01% of strain, so an error of 0.045% is as large as the whole surface effect. Comparing films of different thickness isolates that effect only if their strain is the same.

Other omissions can be sized for the same film.

- **Thermal expansion.** Let the misfit change by $\delta$ per kelvin, and let $u$ be its value at $T_\infty$. With $\Sigma=dT_\infty/du=3.52\times10^4$ K, the threshold obeys $T_\infty-T_c=\Delta T+\Sigma\delta(T_\infty-T_c)$, so the reduction is $\Delta T/(1-\Sigma\delta)$. A rough $\delta=-2\times10^{-6}$ K$^{-1}$ gives 14.6 K. The sign and size of $\delta$ depend on the substrate: $-7\times10^{-6}$ K$^{-1}$ gives 12.6 K and $+3\times10^{-6}$ K$^{-1}$ gives 17.5 K.

- **Flexoelectricity.** A shear strain $\varepsilon$ coupled to the gradient adds $-f\varepsilon P'+\varepsilon^2/(2s_{44})$. Minimising gives $\varepsilon=fs_{44}P'$ and replaces $g$ by $g-f^2s_{44}$. This acts on the gradient term only. The surface term $g/(2\lambda)$ of $F$ is unchanged, so the extrapolation length shrinks to $\lambda(1-f^2s_{44}/g)$. For a rough $f=1$ V the reduction is then 15.3 K. If the surface energy is instead rescaled so that $\lambda$ stays fixed, it is 14.2 K. The correction is small when $f^2s_{44}$ is much smaller than $g$. With the present $g$, $f=3$ V would leave a reduction of 7.1 K (2.7 K at fixed $\lambda$). With $g=2\times10^{-11}$ J m$^3$ C$^{-2}$, $f=1$ V would already remove 17% of the reduction (46% at fixed $\lambda$).

- **Thickness.** If one cell of 0.4 nm is inactive, the reduction rises to 17.3 K.

- **Lateral ends.** Suppose the ends of a film of width $W$ are not compensated. Each carries a line charge $Pt$ at distance $W/2$ from the centre, and together they give an opposing field $2Pt/(\pi\epsilon_0\epsilon_mW)$, where $\epsilon_m$ is the mean relative permittivity of the two surrounding media. Dividing by $a_0P$ gives 0.5 K for $W=100$ µm and $\epsilon_m=10.5$, and this estimate grows as $1/W$. It is only an order of magnitude for a uniformly polarised film, not an exact shift of the threshold: the field is stronger near the ends, while stripes of alternating polarisation can make the lowering much smaller.

- **Misfit relaxation.** In an isotropic estimate with shear modulus $\mu$ and Poisson ratio $\nu=-s_{12}/s_{11}$, the misfit force on an edge dislocation of Burgers length $\beta$ in a film of thickness $h$ is $2\mu\frac{1+\nu}{1-\nu}u\beta h$. Its line tension is $\frac{\mu\beta^2}{4\pi(1-\nu)}[\ln(h/\beta)+1]$. They balance at $h=10$ nm for $\beta=0.4$ nm. The 5 nm film can stay coherent, but the 20 nm row of the table describes a film that would tend to lose its misfit.

With $\delta=-2\times10^{-6}$ K$^{-1}$, $f=1$ V and the present $g$, each correction to the 5 nm result is about 10% or less; a larger expansion mismatch or flexoelectric coefficient gives more. The choices of $\lambda$ and $g$ matter far more, and so would a misfit error of a few hundredths of a per cent. For this film the model gives a reduction of order 10 K, conditional on the assumed $\lambda$ and $g$.

Numbers in the example were calculated in double precision.
